Equivalent void thickness from Kirkendall drift with imperfect vacancy sinks

**Problem**

A planar diffusion couple joins pure A, at x < 0, to pure B, at x > 0. A diffuses faster than B. Inert markers lie in the original contact plane x = 0. If every excess vacancy were removed at dislocations, the markers would drift by d₀ = 20 µm towards the A side during the anneal. Suppose instead that a fraction f = 0.10 of the vacancies arriving on the A side collects in pores, and that the rest is removed as before.

(a) What is the equivalent void thickness h, meaning the pore volume per unit area of the couple?

(b) By how much do the distances from the markers to the two ends of the couple change?

(c) What must hold for the answer to (a) to be independent of the shape of the diffusion profile?

For numbers, take the model values D_B = 1.0×10⁻¹⁴ m²/s and D_A = 3D_B, both independent of composition. The annealing time that gives the stated drift is then t = 16.13 h.

The following assumptions are made. Both atoms and a vacant site occupy the same volume Ω. Lattice planes are added and removed only along x. Vacancy sources on the B side are perfect. Pores do not alter the diffusion fluxes and do not shrink again. The stock of dissolved vacancies is negligible.

**First estimate by scaling**

Near the middle of the couple the interdiffusion coefficient is about D = (D_A + D_B)/2 = 2×10⁻¹⁴ m²/s. The diffusion zone has a width of order √(Dt), so the composition gradient is of order 1/√(Dt). The net vacancy flux, expressed as a volume flux, is the difference of the diffusivities times this gradient. Over the time t it carries a thickness of order

s = (D_A − D_B) t / √(Dt).

With t = 5.81×10⁴ s, both (D_A − D_B)t and Dt equal 1.16×10⁻⁹ m². Hence s ≈ 34 µm, and one tenth of it gives a void thickness of about 3.4 µm.

The given drift allows a better estimate. Drift and vacancy supply come from the same flux, so the unknown numerical factor in s should largely cancel from their ratio. This suggests h ~ f d₀, or about 2 µm. Scaling cannot show whether the coefficient is one, because the vacancy flux varies from plane to plane and the markers sample it at one plane only.

**Exact solution within the model**

*Vacancy flux.* Let N be the atomic fraction of A, which falls from 1 to 0 as x increases. Relative to the lattice, the atomic fluxes are

J_A = −(D_A/Ω) ∂N/∂x,

J_B = +(D_B/Ω) ∂N/∂x.

The second sign follows from the fraction of B being 1 − N. Each atomic jump exchanges an atom with a vacancy, so J_A + J_B + J_V = 0 and

J_V = (D_A − D_B)(∂N/∂x)/Ω.

Since ∂N/∂x < 0, the vacancies flow towards A.

*Lattice velocity.* First let the sinks be perfect. The lattice moves with velocity v(x,t) relative to the ends of the couple. Relative to the ends, the total atomic flux is

(J_A + vN/Ω) + (J_B + v(1 − N)/Ω) = J_A + J_B + v/Ω.

It must vanish, because the volume on either side of a fixed plane is constant and is filled with atoms of equal volume. Therefore

v = −Ω(J_A + J_B) = Ω J_V.

*Drift as a vacancy count.* A marker at x_m moves with the lattice, dx_m/dt = v(x_m,t). It starts at zero and moves in the negative direction, so

d₀ = −x_m = Ω ∫ |J_V(x_m,t)| dt = Ω n.

Here n is the number of vacancies per unit area that have crossed the marker plane. J_V is measured relative to the lattice, to which the marker is attached, so this is a true crossing number.

*Where the vacancies disappear.* To identify n with the number of vacancies removed on the A side, one must show that no vacancies are created there. With a negligible dissolved stock, the local rate of vacancy creation is ∂J_V/∂x, and a negative value means removal. Its sign follows from the composition profile.

Relative to the ends, the flux of A is

J_A + vN/Ω = −(1/Ω)[D_A − N(D_A − D_B)] ∂N/∂x.

The bracket is the interdiffusion coefficient (1 − N)D_A + N D_B. Write it as D_B δ, with r = D_A/D_B and δ = (1 − N)r + N. Conservation of A gives

∂N/∂t = D_B ∂(δ ∂N/∂x)/∂x.

Let ξ = x/√(D_B t), and let a prime denote d/dξ. Then ∂N/∂t = −(ξ/2t)N′, while the right side becomes (δN′)′/t. Thus

(δN′)′ = −ξN′/2.

The lattice velocity is v = √(D_B/t) V, with V = (r − 1)N′. A marker at x_m = ξ_K√(D_B t) has velocity (ξ_K/2)√(D_B/t), so its position satisfies

ξ_K = 2V(ξ_K).

For constant r, δ′ = −(r − 1)N′. Expanding the profile equation gives

δN″ − (r − 1)N′² = −ξN′/2,

δN″ = N′(V − ξ/2),

V′ = (r − 1)N′(V − ξ/2)/δ.

At the marker V = ξ/2, hence V′ = 0. To see that this happens at one plane only, put g = V − ξ/2. Far to the left g is positive, and far to the right it is negative. At any zero of g, V′ = 0 and so g′ = −1/2. Every crossing is therefore downward, and a continuous function cannot cross zero downward twice without crossing upward in between. There is one zero, the marker plane.

Since N′ < 0, V′ is negative to the left of the markers and positive to the right. Vacancies are removed throughout the A side and created throughout the B side. The markers ride on the plane of largest vacancy flux, and the number removed on the A side is n. The numerical solution places both the marker and the flux maximum at ξ = −0.8299. With √(D_B t) = 24.1 µm, the drift is 0.8299 × 24.1 µm = 20.0 µm, as required.

*Answer to (a).* Of the n arriving vacancies, fn enter pores. A pore made of m missing sites has volume mΩ. The relaxation of atoms around an isolated vacancy does not enter, because it disappears when the vacancy joins the pore. Therefore

h = Ω f n = f d₀ = 0.10 × 20 µm = 2.0 µm.

For a chosen fcc cell edge of 0.36 nm, with four atoms per cell, Ω = 1.166×10⁻²⁹ m³. Then n = d₀/Ω = 1.7×10²⁴ per m², of which 1.7×10²³ per m² are stored in pores. As an illustration, suppose that the pores gather in a band 25 µm thick, pores included, which is narrower than the zone where the model removes vacancies at the end of the anneal. The mean porosity of the band is then 2.0/25 = 8 percent.

*Answer to (b).* A vacancy removed by dislocation climb shortens the A side, whereas a vacancy in a pore leaves its volume in place. The A side shortens by

(1 − f)Ωn = 0.90 × 20 µm = 18 µm.

The sources on the B side are unaffected, so that side lengthens by Ωn = 20 µm. The couple as a whole becomes longer by 20 − 18 = 2 µm, which equals h.

The drift now depends on the end from which it is measured. If 20 µm were the drift measured from the A end with the pores present, then (1 − f)d₀ = 20 µm, and

h = f × 20 µm/(1 − f) = 2.2 µm.

A drift of 20 µm measured from the B end would still give 2.0 µm.

*Answer to (c).* It is sufficient that the ratio r does not depend on composition. The proof that removal and creation meet at the markers used a constant r and a constant D_B, but only the first is needed. To see this, let D_B = D₀β(N) with r constant, and use D₀ in place of D_B in the definitions of ξ and V. With q = βδN′, the profile equation is q′ = −ξN′/2, and V = (r − 1)βN′ = (r − 1)q/δ. Since δ′ = −(r − 1)N′,

V′ = (r − 1)[q′/δ + (r − 1)qN′/δ²] = (r − 1)N′(V − ξ/2)/δ,

which is the same equation as before. The argument for a single plane then holds unchanged, whatever shape β gives to the profile.

Now let r depend on composition, with D_B constant again. Then

dδ/dN = −(r − 1) + (1 − N) dr/dN.

Inserting this in the profile equation and setting V = ξ/2 at the marker leaves

δN″ = −(1 − N)(dr/dN)N′².

The derivative of V = (r − 1)N′ is therefore

V′ = (dr/dN)N′² + (r − 1)N″ = (dr/dN)N′²[δ − (r − 1)(1 − N)]/δ.

Because δ = 1 + (r − 1)(1 − N), the bracket equals one, and at the marker

V′ = (dr/dN)N′²/δ.

If r increases with the A content, V′ is positive there. Vacancies are then created at the markers and for some distance into the A side, and the flux maximum lies deeper in A. With one marker plane and one flux maximum, as in the example below, the vacancies removed on the A side comprise the n that crossed the markers and those created between the two planes. A single marker plane is no longer guaranteed: at a zero of g the slope is now g′ = (dr/dN)N′²/δ − 1/2, which can be positive when r rises steeply, and ξ_K = 2V(ξ_K) can then have three roots.

As an example, take r = 1 + 2 exp(2N − 1), which rises from 1.74 in pure B to 6.44 in pure A, and keep the perfect-sink drift at 20 µm. The marker lies at ξ = −1.03 and the flux maximum at ξ = −1.71. Both planes move as √t, so the ratio of vacancies removed to vacancies crossing the markers is |V| at the maximum divided by |V| at the marker, which is 1.07. If one tenth of all vacancies removed locally forms pores, h = 0.10 × 1.07 × 20 µm = 2.14 µm. If "arriving" means the net number crossing the markers, h remains 2.0 µm. If r instead decreases with the A content, V′ is negative at the markers, and removal continues for some distance into the B side. The n vacancies that cross the markers still give f d₀ on the A side, but any pores formed on the B side would add to the total. A constant ratio D_A/D_B avoids both complications.

**Comparison**

The estimate from diffusivities alone gave 34 µm for the drift and 3.4 µm for the voids, both too large by a factor of 1.7. Two numerical factors left out of the estimate together bring the drift close to its exact value. For a uniform coefficient D the central gradient is 1/√(4πDt), not 1/√(Dt). A marker position growing as √t equals 2t times its velocity, so the scale s acquires the factor 2/√(4π) = 0.56. This gives 19 µm, close to the 20 µm of the full profile. The corrected estimate becomes exact as r approaches one. The true drift exceeds it by 4 percent at r = 3 and by 15 percent at r = 10, because the interdiffusion coefficient is then far from uniform.

The estimate anchored to the drift, f d₀, agrees with the exact result, and the solution shows why. The coefficient is one because the markers sit at the maximum of the vacancy flux. In the example with a varying ratio, the same estimate of 2.00 µm falls short of the 2.14 µm found when one tenth of all locally removed vacancies forms pores.

An independent count of atoms in thin cells fixed to the lattice, with one tenth of the locally removed vacancies left as pores, gives for the constant ratio a void thickness of 2.00 µm and length changes of 18.0 and 20.0 µm. For the varying ratio it gives a removal ratio of 1.07. The numerical output also shows the effect of cell size in that second case: uniform 1 µm cells give a drift of 19.89 µm, and cells refined at the contact give 19.99 µm.

**Real couples**

The diffusivities used here are chosen values, not data for a particular alloy. With them a drift of 20 µm takes 16 hours, and one of 50 µm would take about 100 hours, because the time grows as the square of the drift. The pore fraction f is a free parameter here. In a real couple it depends on the density of dislocations and on pore nucleation, and it can change with time. For constant r, h is then the time integral of f|v| at the markers, with v the velocity for perfect sinks, so f d₀ still holds if f is averaged over the arriving vacancies. The neglected dissolved stock is small: a vacancy fraction of 10⁻⁴ across a zone 200 µm wide amounts to 0.02 µm, or 1 percent of h.

The assumption of purely axial length change matters more. If planes were removed equally in all three directions and no plastic flow restored the cross-section, a small volume loss would shorten the couple along x by only one third of that loss. As long as the local losses are small, a measured drift would then stand for about three times as many vacancies, and the void thickness inferred from it would rise by the same factor. In the present couple the losses are not small. For constant r, a slice of lattice that keeps a fraction λ of its volume obeys d ln λ/dξ = V′/g = −δ′/δ, so on the A side λ = 1/δ, about 0.57 next to the markers. A slice that shrinks equally in all directions shortens by 1 − λ^(1/3), so the factor is 1 + λ^(1/3) + λ^(2/3) per original cross-section, which is below three, and this value divided by λ^(2/3) per shrunken cross-section, which is above three. At λ = 0.57 the two values are 2.5 and 3.7. Pores also reduce the area open to diffusion. The present model does not calculate this effect.

Computed values

```
Varying ratio, drift, 1 um cells: 19.894 um
Varying ratio, drift, fine cells: 19.986 um
Drift with perfect sinks d0: 20.0 um
Pore-forming fraction f: 0.10
Equivalent void thickness h: 2.00 um
Marker approach to A end with pores: 18.00 um
h if 20 um were measured with pores: 2.22 um
-- model couple, constant ratio --
D_B: 1.0e-14 m^2/s
D_A/D_B: 3.0
Annealing time: 16.13 h
Marker position xi_K: -0.8299 (dimensionless)
Flux maximum xi_max: -0.8299 (dimensionless)
Cells, perfect sinks, drift: 20.00 um
Cells, pores, void thickness: 2.000 um
Cells, pores, approach to A end: 18.00 um
Cells, pores, recession from B end: 20.00 um
Cells, pores, couple elongation: 2.000 um
-- vacancy number and porosity --
Chosen fcc cell edge: 0.36 nm
Site volume: 1.166e-29 m^3
Vacancies crossing marker plane: 1.715e+24 per m^2
Vacancies stored in pores: 1.715e+23 per m^2
Pore band thickness: 25.0 um
Mean porosity in band: 8.0 percent
Assumed dissolved vacancy fraction: 1e-04
Assumed diffusion zone width: 200 um
Dissolved stock: 0.020 um
-- ratio varying with composition --
D_A/D_B in pure B: 1.74
D_A/D_B in pure A: 6.44
Annealing time: 10.46 h
Marker position xi_K: -1.0307 (dimensionless)
Flux maximum xi_max: -1.7082 (dimensionless)
Gross removal / drift, similarity: 1.0696
Gross removal / drift, cells: 1.0699
Void thickness from f of gross removal: 2.139 um
```
